# Why thermal silicon nitridation nearly stops: exponential blocking and logarithmic growth

## Definitions and conventions

A flat silicon nitride film of thickness \(x(t)\) lies on silicon. A reactive, neutral nitrogen species enters at the outer surface, diffuses through the film and reacts with silicon at the inner interface. Depth \(z\) is measured from the outer surface, in a frame fixed to the film material, so new nitride is added at \(z=x\). The temperature is constant and silicon is never in short supply.

The symbols are:

- \(c(z)\), the concentration of the reactive species, with \(c(0)=c_s\) held fixed by the gas;
- \(D\), its diffusivity in the nitride;
- \(k\), the velocity of the first-order interface reaction, which consumes \(k\,c(x)\) species per area and time;
- \(n\), the number of nitrogen atoms per volume of nitride, each reacting species supplying one atom.

The permeance \(K(x)\) is the reacting flux divided by \(c_s\). It describes film and interface together. The permeability is \(K(x)\,x\), the permeance with the factor \(1/x\) of ordinary diffusion taken out. The two must be kept apart, because an exponential in one is not a pure exponential in the other.

The algebra is in atomic units. Numbers are in angstrom, with times in seconds.

## What growth without a limit requires

In a time \(dt\) the interface consumes \(K c_s\,dt\) nitrogen atoms per area, and these fill a new layer holding \(n\,dx\) atoms. Hence

\[
\frac{dx}{dt}=\frac{c_s}{n}K(x),\qquad
t(X)=\frac{n}{c_s}\int_0^X\frac{dx}{K(x)} .
\]

If \(K\) is continuous and positive at every finite thickness, it has a positive minimum on the interval from 0 to \(X\). The integral is then finite, so every thickness \(X\) is reached in a finite time. However steeply \(K\) falls, there is no terminal thickness. A strict stop requires the net growth rate to vanish at some finite thickness.

Thermal nitridation grows quickly at first and then hardly at all. The question is therefore how \(K\) must fall to imitate a stop, and why it should fall in that way.

## Thickness alone is a weak barrier

Suppose first that the species merely diffuses. In the steady state its flux \(J\) is the same at every depth, so \(c(z)=c_s-Jz/D\). At the interface \(J=k\,c(x)\), which gives

\[
J=k\left(c_s-\frac{Jx}{D}\right)
\quad\Longrightarrow\quad
\frac1K=\frac{c_s}{J}=\frac1k+\frac xD .
\]

The reaction and the film act as two resistances in series. With the initial growth rate \(v_0=kc_s/n\), the growth equation becomes \((1+kx/D)\,dx=v_0\,dt\). Integration from \(x=0\) gives

\[
x+\frac{k}{2D}x^2=v_0t,\qquad
x=\frac Dk\left(\sqrt{1+\frac{2kv_0t}{D}}-1\right).
\]

Growth is linear while \(x\ll D/k\) and parabolic afterwards. In the parabolic regime a tenfold time multiplies the thickness by about \(\sqrt{10}\). The product does hinder its own growth, but far too weakly to look self-limiting. The permeability itself must fall as the film thickens.

## A film that deactivates its reactant

One way to obtain such a fall is to let the reactive species be lost on its way. Suppose it turns into an inert form at a rate \(\kappa\) per unit time, and that the inert form leaves without adding to the film. This is a model assumption, not an established account of nitridation. The steady balance between diffusion and loss is

\[
D\,c''=\kappa c,\qquad c(0)=c_s,\qquad -D\,c'(x)=k\,c(x).
\]

Define

\[
\ell=\sqrt{\frac D\kappa},\qquad u=\frac x\ell,\qquad \beta=\frac{k\ell}{D}.
\]

The length \(\ell\) sets how far the species penetrates, and \(\beta\) compares the interface reaction with diffusion over that length. Since \(c''=c/\ell^2\), the general solution can be written around the interface as

\[
c(z)=A\cosh\frac{x-z}{\ell}+B\sinh\frac{x-z}{\ell}.
\]

At \(z=x\) this gives \(c(x)=A\) and \(-c'(x)=B/\ell\). The interface condition reads \(DB/\ell=kA\), so \(B=\beta A\). The surface condition then gives \(c_s=A(\cosh u+\beta\sinh u)\). The reacting flux is \(kA\), and therefore

\[
K(x)=\frac{k}{\cosh u+\beta\sinh u}.
\]

Two limits show what this contains. If \(\kappa\to0\) at fixed \(x\), then \(u\to0\) and \(\beta\sinh u\to\beta u=kx/D\), which restores the series resistances. For a thick film the denominator is

\[
\cosh u+\beta\sinh u=\tfrac12\left[(1+\beta)e^u+(1-\beta)e^{-u}\right],
\]

and its second term fades relative to the first as \(e^{-2u}\). Hence

\[
K(x)\simeq\frac{2k}{1+\beta}\,e^{-x/\ell}\qquad(x\gg\ell).
\]

The permeance falls exponentially because each additional layer removes the same fraction of the species that reach it.

The fate of the reactant makes the blocking explicit. The flux entering the outer surface is

\[
-D\,c'(0)=\frac{DA}{\ell}(\sinh u+\beta\cosh u).
\]

Dividing the reacting flux \(kA\) by this gives the fraction of entering species that reach silicon:

\[
f(x)=\frac{\beta}{\sinh u+\beta\cosh u}.
\]

It is 1 for \(x=0\) and decays exponentially for \(x\gg\ell\). The entering flux does not vanish. For a thick film \(A\simeq 2c_se^{-u}/(1+\beta)\), so it tends to \(Dc_s/\ell\). The film goes on taking up reactive nitrogen, but almost none of it arrives at the silicon.

This also shows where the model fails. If every lost species were instead built into new nitride, the thickness would grow at the entering flux divided by \(n\). That rate tends to the constant \(Dc_s/(n\ell)\), and self-limitation would disappear. The inert fate of the lost species is thus essential to this mechanism. So is the first order of the loss. If the species were lost by pair recombination, as when two nitrogen atoms form a molecule, the balance would read \(D\,c''=\kappa_2c^2\), with \(\kappa_2\) the second-order rate constant. A layer then removes a smaller fraction where \(c\) is small. In a thick film the concentration scale is \(D/(\kappa_2x^2)\), the reacting flux falls as \(x^{-3}\), and the thickness grows as \(t^{1/4}\) rather than logarithmically.

## The steady profile and the moving interface

The film grows while the species diffuses, so the steady profile needs a justification. With loss, the profile of a film up to a few \(\ell\) thick adjusts in a time of order \(1/\kappa\), whereas the film needs at least \(\ell/v_0\) to grow by \(\ell\). The ratio of the two times is

\[
\frac{v_0}{\kappa\ell}=\frac{kc_s}{n}\,\frac{\ell}{D}=\beta\,\frac{c_s}{n},
\]

where \(\kappa\ell=D/\ell\) was used. In a thicker film the interface responds later, roughly in proportion to \(x/\ell\), but growth has slowed exponentially by then, so the ratio is smaller still. Without loss, the adjustment time is of order \(x^2/D\) and the growth time is \(x/(dx/dt)\). Their ratio is \(x(dx/dt)/D\), which is below \(c_s/n\) because \(K<D/x\). The second ratio is small when the dissolved species is dilute compared with the nitrogen in the nitride. The first is small if, in addition, \(\beta\ll n/c_s\). Each newly formed layer must also be filled with dissolved species, which takes an extra flux \(c(x)\,dx/dt\) and changes \(k\) to \(k+dx/dt\) in the interface condition. The relative change is at most \(v_0/k=c_s/n\), equally small.

## The growth law

Let \(\tau=v_0t/\ell\). Substituting \(x=\ell u\) and \(t=\ell\tau/v_0\) into the growth equation gives

\[
\frac{du}{d\tau}=\frac{1}{\cosh u+\beta\sinh u}
\quad\Longrightarrow\quad
\tau=\sinh u+\beta(\cosh u-1),
\]

for a film that starts with zero thickness. To invert this, set \(y=e^u\) and write out the hyperbolic functions:

\[
\frac12\left(y-\frac1y\right)+\frac\beta2\left(y+\frac1y\right)=\tau+\beta .
\]

Multiplication by \(2y\) produces the quadratic equation

\[
(1+\beta)y^2-2(\tau+\beta)y+(\beta-1)=0 .
\]

Its reduced discriminant is \((\tau+\beta)^2-(\beta^2-1)=1+2\beta\tau+\tau^2\), which is positive for all \(\tau\ge0\), so the two roots never meet. At \(\tau=0\) the root with the plus sign equals 1, as zero thickness requires. Therefore

\[
x(t)=\ell\ln\frac{\beta+\tau+\sqrt{1+2\beta\tau+\tau^2}}{1+\beta}.
\]

For \(\beta=1\) the square root is \(1+\tau\), and the law is logarithmic from the start: \(x=\ell\ln(1+\tau)\). For other \(\beta\) the logarithm emerges at late times. Once \(\tau\gg1\) and \(\tau\gg\beta\), the square root approaches \(\tau+\beta\), and

\[
x\simeq\ell\ln\frac{2(\tau+\beta)}{1+\beta},\qquad
\frac{dx}{dt}\simeq\frac{\ell}{t+\beta\ell/v_0}\simeq\frac{\ell}{t}.
\]

Each tenfold increase of time adds \(\ell\ln10\), whatever the thickness already reached. The surface concentration enters through the product \(c_st\) in \(\tau\), so doubling \(c_s\) acts like doubling the time and adds about \(\ell\ln2\). A near-limit that responds so feebly to both time and supply is easily taken for a terminal thickness.

## Reading the numbers

The following are round model parameters, not measured properties of nitride: \(D=10^6\) Å\(^2\)/s, \(\kappa=4\times10^4\) /s, \(k=6\times10^5\) Å/s, \(n=0.05\) Å\(^{-3}\) and \(c_s=5\times10^{-7}\) Å\(^{-3}\). They give

\[
\ell=\sqrt{\frac{10^6}{4\times10^4}}=5\ \text{Å},\quad
\beta=\frac{6\times10^5\times5}{10^6}=3,\quad
v_0=6\times10^5\times10^{-5}=6\ \text{Å/s}.
\]

After one hour \(\tau=6\times3600/5=4320\), and the late-time formula yields

\[
x\simeq5\ln\frac{2(4320+3)}{4}=38.4\ \text{Å},
\]

or 72.6 bohr. The full law gives these values:

| time (s) | thickness (Å) | rate (Å/s) |
|---|---|---|
| 1 | 3.0 | 1.9 |
| 36 | 15.7 | 0.13 |
| 360 | 26.9 | 0.014 |
| 3600 | 38.4 | 0.0014 |
| 36000 | 49.9 | 0.00014 |

The first entry is comparable to an atomic spacing and should not be read literally. In the later rows the thickness rises by nearly equal steps per decade. The last step is 11.5 Å, in agreement with \(5\ln10\). The first hour therefore produces 38.4 Å and the next nine hours only 11.5 Å. Doubling \(c_s\) for the one-hour growth adds 3.5 Å.

At one hour the fraction \(f\) is \(6.9\times10^{-4}\), so about one entering species in 1400 reaches silicon. With the same \(D\) and \(k\) but no loss, the film would be 267 Å thick after one hour and 847 Å after ten. First-order deactivation, not diffusion distance, causes the near-stop in this model.

Yet the growth has no end. The law gives 100 Å after \(8.1\times10^8\) s, or about 26 years.

The steady-profile assumption was tested by solving the time-dependent diffusion equation with a moving interface, starting from a 1 Å film. The one-hour thickness agreed with the closed law to within 0.01 Å with loss. The loss-free case agreed within its tolerance of 0.1 Å.

## When the decay length is nearly atomic

A decay length of 5 Å strains the use of a continuous concentration. Consider instead sites a distance \(a\) apart, with hopping rate \(D/a^2\) to each neighbour and loss rate \(\kappa\) on each site. The steady balance is

\[
\frac{D}{a^2}(c_{j+1}+c_{j-1}-2c_j)=\kappa c_j .
\]

Inserting \(c_j\propto e^{-ja/\lambda}\) and dividing by \(c_j\) gives

\[
\cosh\frac a\lambda=1+\frac{\kappa a^2}{2D}.
\]

For \(a\ll\lambda\) the left side is \(1+a^2/(2\lambda^2)\), and \(\lambda\to\ell\). For \(a=2.5\) Å the right side is 1.125, and \(\lambda=5.05\) Å. The decay remains exponential, with a length only 1% greater than \(\ell\). The chain supports the exponential form, though it does not describe the disorder of a real film.

## If the permeability is the pure exponential

In the model above, the permeance is exponential at large thickness. Suppose instead that the permeability is \(De^{-x/\lambda}\) and the interface reaction is fast enough to be ignored. The flux then keeps its factor \(1/x\). With \(b=Dc_s/n\),

\[
\frac{dx}{dt}=\frac bx e^{-x/\lambda}.
\]

Let \(s=x/\lambda\). Separation and integration by parts give

\[
bt=\lambda^2\int_0^s s'e^{s'}ds'=\lambda^2\left[(s-1)e^s+1\right].
\]

Rearranging and dividing by \(e\) yields \((s-1)e^{s-1}=(bt/\lambda^2-1)/e\). The Lambert function \(W\) is defined by \(We^W=q\) for argument \(q\), so

\[
x=\lambda\left[1+W\!\left(\frac{bt/\lambda^2-1}{e}\right)\right].
\]

The principal branch applies: \(W\) starts at \(-1\), where \(x=0\), and increases. At late times \((s-1)e^s\simeq bt/\lambda^2\). Taking the logarithm, and replacing \(s-1\) inside it by its leading value, gives

\[
x\simeq\lambda\left[\ln\frac{bt}{\lambda^2}-\ln\ln\frac{bt}{\lambda^2}\right].
\]

Growth is thus logarithmic to leading order, with a slowly varying correction. Its effect on the slope follows from \(dx/d\ln t=t\,dx/dt\):

\[
\frac{dx}{d\ln t}
=\lambda\,\frac{(s-1)+e^{-s}}{s}
=\lambda\left[1-\frac{1-e^{-s}}{s}\right].
\]

For \(\lambda=5\) Å and \(b=10\) Å\(^2\)/s, the slope is 4.1 Å after one hour, 17% below \(\lambda\). A million times later it is 4.7 Å, still 5% below. The two-term formula for \(x\) converges slowly as well: it gives 26.4 Å at one hour against the exact 28.6 Å, and 90.2 Å against 91.2 Å a million times later. The slope is below \(\lambda\) at every time, so a straight line fitted to \(x\) against \(\ln t\) would underestimate \(\lambda\).

## A real terminal thickness, and what data can decide

Now let some process remove nitride at a constant rate \(r\), while growth follows an exponential permeance:

\[
\frac{dx}{dt}=v_ae^{-x/\lambda}-r,\qquad 0<r<v_a .
\]

With \(y=e^{x/\lambda}\) one has \(dy/dt=(y/\lambda)\,dx/dt=(v_a-ry)/\lambda\), a linear equation. For \(y(0)=1\) its solution is

\[
y(t)=\frac{v_a}{r}-\left(\frac{v_a}{r}-1\right)e^{-rt/\lambda},
\qquad x_\infty=\lambda\ln\frac{v_a}{r}.
\]

The thickness now has a strict limit, where growth and removal balance. The limit shows itself only after a time of order \(\lambda/r\). Before that, \(1-e^{-rt/\lambda}\simeq(rt/\lambda)(1-rt/2\lambda)\). For \(v_a\gg r\) and \(v_at\gg\lambda\) this gives

\[
x\simeq\lambda\ln\frac{v_at}{\lambda}-\frac{rt}{2}.
\]

The deficit is half the removed thickness \(rt\), because a thinner film grows faster and makes up the rest.

Take \(\lambda=5\) Å, \(r=10^{-4}\) Å/s and \(v_a=2v_0/(1+\beta)=3\) Å/s. The limit is \(5\ln(3\times10^4)=51.5\) Å. After one hour the thicknesses with and without removal are 38.2 and 38.4 Å. After \(10^6\) s they are 51.5 and 66.5 Å. An hour of data could scarcely tell a limited film from an unlimited one.

Nor does a logarithmic curve identify the cause of the exponential. Suppose, for instance, that no species is lost but the local activation energy for diffusion rises with depth as \(E_0+gz\). At temperature \(T\), expressed as an energy, \(D(z)=D(0)\,e^{-z/\lambda}\) with \(\lambda=T/g\). The resistances in series give \(1/K=1/k+\int_0^x dz/D(z)=1/k+\lambda\,(e^{x/\lambda}-1)/D(0)\). For a thick film this is the same exponential permeance, and the late slope \(dx/d\ln t\) yields \(\lambda\) in either case. If instead the barrier of the whole film rose with its thickness, the factor \(1/x\) would remain and the slope would lie below \(\lambda\), as in the preceding section. More direct evidence for deactivation would be the inert product or the continuing uptake of reactive nitrogen, neither of which the growth curve records.

## Numbers as computed

```
diffusivity D = 1.0e+06 angstrom^2/s
deactivation rate kappa = 4.0e+04 /s
interface velocity k = 6.0e+05 angstrom/s
nitrogen density n = 0.050 /angstrom^3
surface concentration c_s = 5.0e-07 /angstrom^3
concentration ratio c_s/n = 1.0e-05 (no unit)
decay length ell = 5.000 angstrom
beta = 3.000 (no unit)
initial rate v0 = 6.000 angstrom/s
t = 1 s: x = 3.011 angstrom, rate = 1.932e+00 angstrom/s
t = 36 s: x = 15.694 angstrom, rate = 1.301e-01 angstrom/s
t = 360 s: x = 26.911 angstrom, rate = 1.379e-02 angstrom/s
t = 3600 s: x = 38.393 angstrom, rate = 1.388e-03 angstrom/s
t = 36000 s: x = 49.903 angstrom, rate = 1.389e-04 angstrom/s
x at 3600 s, converted = 72.55 bohr
tau at 3600 s = 4320.0 (no unit)
late formula at 3600 s = 38.393 angstrom
transmitted fraction at 3600 s = 6.940e-04
loss-free x at 3600 s = 266.67 angstrom
loss-free x at 36000 s = 846.86 angstrom
moving-interface start = 1.0 angstrom
moving interface, loss, 3600 s = 38.399 angstrom
closed form, same start = 38.393 angstrom
moving interface, no loss, 3600 s = 266.67 angstrom
gain from 3600 to 36000 s = 11.510 angstrom
ell*ln(10) = 11.513 angstrom
gain from doubled c_s at 3600 s = 3.464 angstrom
time to reach 100 angstrom = 8.086e+08 s
same time, converted = 25.6 years
hopping spacing = 2.50 angstrom
hopping-chain decay length = 5.051 angstrom
permeability model b = 10.00 angstrom^2/s
permeability model, t = 3.6e+03 s: x = 28.600 angstrom, dx/dln(t) = 4.129 angstrom
permeability model, t = 3.6e+09 s: x = 91.203 angstrom, dx/dln(t) = 4.726 angstrom
removal model v_a = 3.000 angstrom/s
removal rate r = 1.0e-04 angstrom/s
terminal thickness with removal = 51.545 angstrom
t = 3600 s: with removal 38.213, without 38.392 angstrom
t = 1000000 s: with removal 51.545, without 66.523 angstrom
```
